C, P, T and CPT signs of the Dirac bilinears

**1. A term to keep or to drop**

Suppose you extend the Lagrangian of a Dirac particle by terms with constant real coefficients, for instance

b_μ ψ̄γ^μγ⁵ψ and h_μν ψ̄σ^μνψ.

Both single out directions in spacetime. If the model is required to respect CPT, which may stay? CPT moves the point x to −x, which the integral over spacetime does not notice, so a term survives if its bilinear keeps its sign. The rule derived below is that a Hermitian bilinear with n Lorentz indices acquires (−1)ⁿ. The b term must go; the h term may stay, although it breaks Lorentz symmetry.

**2. Conventions**

We set ħ = c = 1 and use the metric (+,−,−,−). In 2×2 blocks, with rows separated by a semicolon,

γ⁰ = (1, 0; 0, −1), γⁱ = (0, σᵢ; −σᵢ, 0), γ⁵ = iγ⁰γ¹γ²γ³ = (0, 1; 1, 0).

In this representation γ² is imaginary and the other matrices are real. Under transposition γ⁰, γ², γ⁵ are symmetric and γ¹, γ³ antisymmetric.

The bilinears are O = :ψ̄Γψ: with ψ̄ = ψ†γ⁰ and

Γ = 1 (S), iγ⁵ (P), γ^μ (V), γ^μγ⁵ (A), σ^μν = (i/2)[γ^μ, γ^ν] (T).

The adjoint of O has Γ replaced by Γ̄ = γ⁰Γ†γ⁰. Since γ⁰γ^μ†γ⁰ = γ^μ, the bar reverses a product of gamma matrices and conjugates its coefficient. All five types then satisfy Γ̄ = Γ. The i in iγ⁵ is needed for this, because γ⁰γ⁵γ⁰ = −γ⁵.

The colons denote normal ordering, which for a quadratic operator subtracts its vacuum value. Inside them field components anticommute without a remainder.

The free field in a volume V is, with N = 1/√(2EV),

ψ(t,r) = Σ N [b_s(p) u_s(p) e^(−i(Et−p·r)) + d_s†(p) v_s(p) e^(+i(Et−p·r))],

summed over p and s = ↑,↓. The spinors are

u_s(p) = (√(E+m) χ_s ; σ·p χ_s/√(E+m)), v_s(p) = iγ²u_s(p)*.

To see that v is a negative-frequency solution, write p̸ = γ^μp_μ and conjugate (p̸ − m)u = 0. Because γ²γ^μ* = −γ^μγ², multiplication by iγ² gives (p̸ + m)v = 0.

**3. From particles to the field**

The symmetries are defined by what they do to particles, with the vacuum invariant. Each may carry a free phase, chosen opposite for b† and d†. Then b and d† share one phase, ψ acquires it as a common factor, and it cancels between ψ† and ψ. We therefore set the phases to one. Below, ψ* is the column of adjoint components.

*Charge conjugation* exchanges b_s(p) and d_s(p):

CψC⁻¹ = Σ N [d u e^(−i(Et−p·r)) + b† v e^(+i(Et−p·r))].

Compare this with iγ²ψ*. Its b† term contains iγ²u* = v. Its d term contains iγ²v* = (iγ²)²u = −(γ²)²u = u, since iγ² is real and (γ²)² = −1. Hence

CψC⁻¹ = iγ²ψ*.

*Parity* reverses p and keeps the spin, with opposite intrinsic parities:

P b_s(p) P⁻¹ = b_s(−p), P d_s(p) P⁻¹ = −d_s(−p).

The matrix γ⁰ flips the lower block, so γ⁰u_s(p) = u_s(−p). As γ⁰ anticommutes with γ², γ⁰v_s(p) = −iγ²γ⁰u_s(p)* = −v_s(−p). Renaming p → −p in the transformed sum gives

PψP⁻¹ = Σ N [b_s(p) u_s(−p) e^(−i(Et+p·r)) − d_s†(p) v_s(−p) e^(+i(Et+p·r))] = γ⁰ψ(t,−r).

With the free phase restored, the parities of b† and d† are η and −η*. The fixed quantity is their product, −1, and the choice η = i even makes them equal. If the product were +1, as with both parities +1, the pair-creating terms of ψ̄ψ would change sign relative to the number-conserving ones, and ψ̄ψ would have no definite parity.

*Time reversal* is antiunitary, so it conjugates every number it passes. It reverses momentum and spin:

T b_↑(p) T⁻¹ = b_↓(−p), T b_↓(p) T⁻¹ = −b_↑(−p),

and likewise for d. We need u_s(−p)*. From σᵢ* = −σ₂σᵢσ₂, its lower block contains

−(σ·p)*χ_s = σ₂(σ·p)σ₂χ_s,

while in the upper block χ_s = σ₂σ₂χ_s. Thus u_s(−p)* is diag(σ₂,σ₂) times u(p) with χ_s replaced by σ₂χ_s. Now σ₂χ_↑ = iχ_↓ and σ₂χ_↓ = −iχ_↑. Define

B = γ¹γ³ = −diag(σ₁σ₃, σ₁σ₃) = i diag(σ₂, σ₂).

Then

u_↑(−p)* = B u_↓(p), −u_↓(−p)* = B u_↑(p).

The same holds for v. Indeed v_↑(−p)* = iγ²u_↑(−p) = iγ²B u_↓(p)* = B v_↓(p), because B is real and commutes with γ². The other relation follows in the same way.

After renaming p → −p, the b part of TψT⁻¹ is

Σ N [b_↓(p) u_↑(−p)* − b_↑(p) u_↓(−p)*] e^(i(Et+p·r)) = B Σ N [b_↓(p) u_↓(p) + b_↑(p) u_↑(p)] e^(−i(E(−t)−p·r)).

The d† part works identically, and

TψT⁻¹ = Bψ(−t,r).

**4. From the field to matrix rules**

For parity, ψ† → ψ†γ⁰, so

ψ†γ⁰Γψ → ψ†γ⁰γ⁰Γγ⁰ψ = ψ̄(γ⁰Γγ⁰)ψ.

For time reversal, ψ† → ψ†B† and the numerical matrix is conjugated. Since B† commutes with γ⁰,

ψ†γ⁰Γψ → ψ†B†γ⁰Γ*Bψ = ψ̄(B†Γ*B)ψ.

For charge conjugation, the row ψ† becomes ψᵀiγ², because iγ² is real and symmetric. Interchanging the two field factors then costs a minus sign and transposes the matrix:

:ψ†γ⁰Γψ: → :ψᵀ iγ²γ⁰Γiγ² ψ*: = −:ψ† iγ²Γᵀγ⁰iγ² ψ:.

Write ψ† = ψ̄γ⁰ and K = iγ²γ⁰, so that γ⁰iγ² = −K. The matrix between ψ̄ and ψ is −(−K)Γᵀ(−K) = −KΓᵀK. As K² = −1, K⁻¹ = −K and the rule is

Γ → KΓᵀK⁻¹.

If spinor components commuted, the interchange would cost nothing and every C sign would be reversed. A classical spinor has C-odd ψ̄ψ and C-even ψ†ψ, so the reversal of charge density under C rests on Fermi statistics.

**5. The table**

Let η₀ = 1 and η₁ = η₂ = η₃ = −1. Repeated indices on η are not summed.

*P.* We have γ⁰γ^μγ⁰ = η_μγ^μ and γ⁰γ⁵γ⁰ = −γ⁵. The signs for S, P, V, A, T are therefore +, −, η_μ, −η_μ, η_μη_ν.

*T.* B commutes with γ⁰, γ², γ⁵ and anticommutes with γ¹, γ³. The matrices γ¹ and γ³ get their minus from anticommutation, γ² gets it from conjugation, and γ⁰ is unchanged: B†γ^μ*B = η_μγ^μ. γ⁵ is unchanged, but the i in iγ⁵ and in σ^μν changes sign. The signs are +, −, η_μ, η_μ, −η_μη_ν.

*C.* K anticommutes with γ⁰ and γ², which are symmetric, and commutes with γ¹ and γ³, which are antisymmetric. In all four cases Kγ^μᵀK⁻¹ = −γ^μ. K commutes with the symmetric γ⁵, so P is even. Transposition reverses products:

γ^μγ⁵ → γ⁵(−γ^μ) = γ^μγ⁵, γ^μγ^ν → γ^νγ^μ.

So A is even, and the commutator σ^μν is odd.

| type | C | P | T | CPT |
|---|---|---|---|---|
| S | + | + | + | + |
| P | + | − | − | + |
| V | − | η_μ | η_μ | − |
| A | + | −η_μ | η_μ | − |
| T | − | η_μη_ν | −η_μη_ν | + |

The bilinear on the right-hand side sits at x for C, (t,−r) for P, (−t,r) for T and −x for CPT. The last column is the product of the other three, with η_μ² = 1. The signs are real, so antiunitarity does not affect them and the order of the three operations is immaterial for bilinears.

**6. Why CPT counts indices**

The product of columns gives the result but hides its reason. Let Θ = CPT, with T acting first. C and P are linear, so numerical matrices pass through them:

ΘψΘ⁻¹ = Bγ⁰iγ²ψ*(−x).

Moving γ⁰ left past two matrices changes no sign, and exchanging γ³ with γ² changes one:

γ¹γ³γ⁰iγ² = iγ⁰γ¹γ³γ² = −iγ⁰γ¹γ²γ³ = −γ⁵.

Thus ΘψΘ⁻¹ = −γ⁵ψ*(−x), and the row ψ† becomes −ψᵀγ⁵. For any matrix Γ, with the fields on the right taken at −x,

:ψ†γ⁰Γψ: → :ψᵀγ⁵(γ⁰Γ)*γ⁵ψ*: = −:ψ†γ⁵(γ⁰Γ)†γ⁵ψ:.

The minus is again the interchange of fermion fields. Since (γ⁰Γ)† = Γ†γ⁰ = γ⁰Γ̄ and −γ⁵γ⁰ = γ⁰γ⁵, the result is

:ψ̄Γψ:(x) → :ψ̄ γ⁵Γ̄γ⁵ ψ:(−x).

If Γ is a number times a product of n gamma matrices, so is Γ̄. Carrying γ⁵ through them gives (−1)ⁿ, and (γ⁵)² = 1. Therefore

Θ O(x) Θ⁻¹ = (−1)ⁿ O†(−x).

A factor γ⁵ contains four gamma matrices and does not alter the parity of n, so for the five types n may be read as the number of Lorentz indices. For Hermitian O the dagger can be dropped.

**7. Where the rule needs its conditions**

*Hermiticity.* Without its i, ψ̄γ⁵ψ is anti-Hermitian. It has no index, yet O† = −O gives it the CPT sign −1. The law with the dagger still holds.

*Normal ordering.* In ψ†ψ the unordered product dd† contributes v†v/(2EV) = 1/V per antiparticle mode in the vacuum. Consider a field restricted to momenta p and −p with two spins, which has four such modes. Then ψ†ψ = :ψ†ψ: + 4/V, and C turns it into

−:ψ†ψ: + 4/V = −ψ†ψ + 8/V.

The offset spoils the C sign. For the full field it grows with the number of modes.

*Interactions.* The operators C, P and T were built for the free field. An interaction may fail to commute with one of them. For a single bilinear with a constant real coefficient, as in section 1, the table shows which of these free-field operators fail to leave the term invariant. The theory can still keep a redefined symmetry if the term can be absorbed into the free Lagrangian. A term m₅ψ̄iγ⁵ψ only turns the mass into √(m² + m₅²), and modified P and T survive. A constant a_μV^μ only shifts energy and momentum. In a product, the signs of all factors multiply: V_μ is odd under C, but V_μV^μ is even.

**8. One electron and its CPT image**

Take m = 1, p = (0.3, −0.4, 1.2) and E = √(1 + 1.69) = 1.6401. The restricted field of section 7 is closed under all three symmetries, because none of them leads out of the pair ±p. The numerical check builds C, P and T on its 256-dimensional Fock space from their action on particles, and the signs of all 16 components agree with the table.

Let the state be Φ = [a b_↑†(p) + b b_↓†(−p)]|0⟩, where the plain numbers are a = 0.8 and b = 0.6. The bilinears have the expectation values w̄Γw, where w is the one-electron wave function. Up to a common time phase, and with θ = p·r, its upper and lower blocks are

φ = N√(E+m) f, f = (a e^(iθ), b e^(−iθ)),
χ = N(σ·p) g/√(E+m), g = (a e^(iθ), −b e^(−iθ)).

Since f†f = g†g = 1 and (σ·p)² = p² = E² − m²,

φ†φ = (E+m)/(2EV), χ†χ = (E−m)/(2EV).

Their sum is V⁰ = 1/V. Their difference is the scalar density, S = m/(EV) = 1/(1.6401 V) = 0.6097/V.

For the components T⁰ⁱ, σ^0i = iγ⁰γⁱ gives

T⁰ⁱ = i(φ†σᵢχ − χ†σᵢφ) = −2 Im φ†σᵢχ = −(1/EV) Im f†σᵢ(σ·p)g.

Use σᵢσⱼ = δᵢⱼ + iεᵢⱼₖσₖ. Here f†g = a² − b² is real, f†σ₁g = 2i ab sin 2θ and f†σ₂g = 2i ab cos 2θ are imaginary, and f†σ₃g = a² + b² = 1. The imaginary part is therefore εᵢⱼ₃pⱼ, and

(T⁰¹, T⁰², T⁰³) = (−p₂, p₁, 0)/(EV) = (0.4, 0.3, 0)/(1.6401 V) = (0.2439, 0.1829, 0)/V.

The vanishing T⁰³ is a property of this state; the operator itself is not zero and transforms under C, P, T and CPT with the signs −, −, +, + of the table.

The image ΘΦ is a single positron. T reverses momentum and spin, P restores the momentum, and C exchanges the particle. For Hermitian O with CPT sign s, antiunitarity gives

s⟨ΘΦ|O(−x)|ΘΦ⟩ = ⟨Φ|O(x)|Φ⟩* = ⟨Φ|O(x)|Φ⟩.

At t = 0.7, r = (0.2, −0.5, 0.9), in units of 1/V:

| component | electron at x | image at −x |
|---|---|---|
| S | 0.610 | 0.610 |
| P | −0.288 | −0.288 |
| V⁰ | 1.000 | −1.000 |
| V³ | 0.258 | −0.258 |
| A³ | 0.288 | −0.288 |
| T⁰¹ | 0.244 | 0.244 |
| T¹² | 0.163 | 0.163 |

V is the number current counted with the sign of the particle. Both V⁰ and V³ reverse, so their ratio, the local flow velocity, is unchanged. A³ = ψ†diag(σ₃,σ₃)ψ is twice the spin density along the third axis, and it reverses. T¹² = ψ̄ diag(σ₃,σ₃)ψ differs from A³ by a factor γ⁰, which is +1 on the upper block, dominant for a slow electron, and −1 on the lower block, dominant for a slow positron. For slow particles T¹² is therefore twice the spin density weighted by the sign of the particle; at the momentum used here the two differ in size. At any momentum it stays the same because, by the table, PT reverses both A³ and T¹², while C leaves A³ unchanged and reverses T¹².

Numbers as computed

```
units: hbar = c = m = 1; densities in 1/V
momentum p [mc]: [ 0.3 -0.4  1.2]
energy E [mc^2]: 1.640122
event x = (t,r) [hbar/mc^2, hbar/mc]: [ 0.7  0.2 -0.5  0.9]
Fock dimension: 256 ; independent bilinears: 16
free phases C,P,T [rad]: 0.4 1.1 -0.7
largest field-law error: 1.3e-15
signs from Fock operators:  C   P   T  CPT
  S                       +1  +1  +1  +1
  P                       +1  -1  -1  +1
  V0                      -1  +1  +1  -1
  V1                      -1  -1  -1  -1
  V2                      -1  -1  -1  -1
  V3                      -1  -1  -1  -1
  A0                      +1  -1  +1  -1
  A1                      +1  +1  -1  -1
  A2                      +1  +1  -1  -1
  A3                      +1  +1  -1  -1
  T01                     -1  -1  +1  +1
  T02                     -1  -1  +1  +1
  T03                     -1  -1  +1  +1
  T12                     -1  +1  -1  +1
  T13                     -1  +1  -1  +1
  T23                     -1  +1  -1  +1
general CPT law, random matrix, error: 4.5e-15
CPT sign of psibar g5 psi without i: -1
vacuum value of unordered psi^dag psi [1/V]: 4.0000
C offset of unordered psi^dag psi [1/V]: 8.0000
commuting spinor, C factor of S: -1.0, of V0: +1.0
equal parities: relative misfit of S: 0.7108
amplitudes (+p,up), (-p,down): 0.8 0.6
electrons, positrons before: 1.0 0.0; after CPT: 0.0 1.0
mean [1/V]: electron at x, CPT image at -x
  S    +0.609711  +0.609711
  P    -0.287832  -0.287832
  V0   +1.000000  -1.000000
  V1   -0.577662  +0.577662
  V2   -0.381113  +0.381113
  V3   +0.257807  -0.257807
  A0   +0.731653  -0.731653
  A1   -0.830236  +0.830236
  A2   -0.466620  +0.466620
  A3   +0.287899  -0.287899
  T01  +0.243884  +0.243884
  T02  +0.182913  +0.182913
  T03  +0.000000  +0.000000
  T12  +0.162820  +0.162820
  T13  +0.221628  +0.221628
  T23  -0.553360  -0.553360
```
